# Interface-trap correction for doping profiles from low- and high-frequency capacitance

## What the correction repairs

A doping profile can be read from the probe capacitance of a MOS capacitor as its gate bias is swept slowly. If interface traps charge during the sweep, part of each bias increment fills traps instead of widening the depletion layer. The capacitance then changes too slowly with gate voltage, and the usual slope formula reports too much doping. In the silicon example below, the doping falls from 10.4 to 9.7 in units of $10^{16}$ cm$^{-3}$ between depths of 48 and 60 nm. The uncorrected profile rises from 12.1 to 13.0, so it is 35% too high at the second depth and has a slope of the wrong sign.

A probe too fast for the traps does not remove this error. It removes the traps from the measured capacitance, but not from the relation between gate voltage and surface potential. The slow-sweep capacitance supplies that relation.

## Result and conventions

The algebra uses atomic units: $e=1$ and $4\pi\varepsilon_0=1$. The semiconductor has relative permittivity $\kappa$, hence permittivity $\kappa/4\pi$. Charges and capacitances are per unit area. The substrate is p-type with acceptor density $N(x)$ at depth $x$. The surface potential $\psi$ is measured from the deep substrate and is positive in depletion. The oxide, slow-sweep and probe capacitances are $C_o$, $C_L$ and $C_H$. Then

$$
N(W)=\frac{8\pi}{\kappa}\,
\frac{1-C_L/C_o}{1-C_H/C_o}\,
\left[\frac{d(C_H^{-2})}{dV_G}\right]^{-1},
\qquad
W=\frac{\kappa}{4\pi}\left(\frac1{C_H}-\frac1{C_o}\right). \tag{1}
$$

The middle fraction is the correction factor $R$. Without it, (1) gives the uncorrected density $N_{\rm app}$.

For other units, replace $\kappa/4\pi$ by $\kappa\varepsilon_0$ and $N$ by $eN$. The prefactor of the density becomes $2/(e\kappa\varepsilon_0)$. For an n-type substrate all charges and potentials change sign while capacitances do not, so the slope changes sign and its absolute value is used.

The gate is taken as metallic, the sample as laterally uniform, the fixed oxide charge as constant and oxide leakage as absent. Holes follow both signals. Traps and minority electrons may follow the sweep but are frozen during a probe period, the electrons in position as well as in number.

## Derivation

### Surface potential along the slow sweep

The gate voltage divides between semiconductor and oxide:

$$
V_G=V_0+\psi+\frac{Q_G}{C_o}. \tag{2}
$$

Here $Q_G$ is the gate charge, and $V_0$ contains the work-function difference and the fixed oxide charge. The slow capacitance is $C_L=dQ_G/dV_G$ along the sweep. Differentiating (2) with respect to $V_G$ gives $1=d\psi/dV_G+C_L/C_o$, or

$$
\frac{d\psi}{dV_G}=1-\frac{C_L}{C_o}. \tag{3}
$$

Equation (3) does not ask where the charge opposite the gate resides. Nor does it need trap equilibrium, provided that $C_L$ is the charge derivative on the same path on which $C_H$ is recorded. If the two curves come from separate sweeps, both must pass through the same states. Equilibrium ensures this, as do identical sweeps from the same starting state.

### What the probe sees

Let $C_D$ be the capacitance of the holes alone. With traps and electrons frozen, a small probe step gives $\delta Q_G=C_D\,\delta\psi$. From (2), $\delta V_G=\delta Q_G/C_D+\delta Q_G/C_o$, so

$$
\frac1{C_H}=\frac1{C_o}+\frac1{C_D}. \tag{4}
$$

To relate $C_D$ to depth, use the depletion approximation: no holes for $x<W$, and neutrality beyond. Leave out electrons for the moment. The charge density in the layer is $-N(x)$, so Poisson's equation is $\phi''=(4\pi/\kappa)N(x)$, with $\phi=\phi'=0$ at $W$. A first integration gives

$$
\phi'(x)=-\frac{4\pi}{\kappa}\int_x^W N(y)\,dy .
$$

Integrating again from the surface to $W$ and exchanging the order of integration gives

$$
\psi=-\int_0^W\phi'(x)\,dx
=\frac{4\pi}{\kappa}\int_0^W yN(y)\,dy,
\qquad
d\psi=\frac{4\pi}{\kappa}N(W)W\,dW. \tag{5}
$$

Moving the edge by $dW$ uncovers charge of magnitude $N(W)\,dW$. Dividing this by $d\psi$ gives $C_D=\kappa/(4\pi W)$, and (4) then gives the depth in (1). At a given surface potential the traps do not change this depth; they change the gate voltage at which it is reached.

### From surface potential to gate voltage

Since $C_D^{-2}=(4\pi/\kappa)^2W^2$, equation (5) yields

$$
\frac{d(C_D^{-2})}{d\psi}
=\left(\frac{4\pi}{\kappa}\right)^2 2W\frac{dW}{d\psi}
=\left(\frac{4\pi}{\kappa}\right)^2 2W\,\frac{\kappa}{4\pi N(W)W}
=\frac{8\pi}{\kappa N(W)}. \tag{6}
$$

The measured slope concerns $C_H$ and $V_G$. Because $C_o$ is constant, (4) gives $d(C_H^{-1})=d(C_D^{-1})$. Therefore

$$
\frac{d(C_H^{-2})}{dV_G}
=\frac{2}{C_H}\frac{d(C_D^{-1})}{d\psi}\frac{d\psi}{dV_G}
=\frac{C_D}{C_H}\,
\frac{d(C_D^{-2})}{d\psi}\,
\frac{d\psi}{dV_G}. \tag{7}
$$

The last form uses $d(C_D^{-2})=2C_D^{-1}d(C_D^{-1})$. Equation (4) also gives

$$
1-\frac{C_H}{C_o}=\frac{C_o}{C_o+C_D}=\frac{C_H}{C_D}. \tag{8}
$$

Inserting (3), (6) and (8) in (7),

$$
\frac{d(C_H^{-2})}{dV_G}
=\frac{8\pi}{\kappa N(W)}\,
\frac{1-C_L/C_o}{1-C_H/C_o},
$$

which is (1) after solving for $N(W)$.

The denominator of $R$ comes from the oxide in series with the depletion layer; the numerator comes from the true rate of change of surface potential. Without slow charge $C_L=C_H$, the two cancel, and the ordinary slope formula is recovered. Equations (3), (4) and (7) do not use the depletion approximation. It enters through (6) and the reading of $C_D$ as a depth.

## Size of the error

Let $Q_t$ be the trap charge and $C_t=-dQ_t/d\psi$. For traps of density $D(E)$ per area and energy, with electron occupation $f$, $Q_t=\text{const}-\int Df\,dE$. Raising $\psi$ raises the Fermi level relative to the band edges at the surface by the same energy. With $\theta=k_BT$, this gives

$$
C_t=\int D(E)\frac{f(1-f)}{\theta}\,dE. \tag{9}
$$

When the Fermi level is many $\theta$ from the band edges, the weight integrates to one, and $C_t$ is a thermal average of $D$.

In depletion, before electrons matter, the slow sweep sees $C_D+C_t$ in series with the oxide. Hence $1-C_L/C_o=C_o/(C_o+C_D+C_t)$, and with (8)

$$
\frac{N_{\rm app}}{N}=\frac1R
=1+\frac{C_t}{C_o+C_D}. \tag{10}
$$

A large oxide capacitance suppresses the error, because the gate then fixes the surface potential more firmly. For $C_o\ll C_D$ the ratio tends to $1+C_t/C_D$. At constant $C_t$ the error grows with depth, since $C_D$ falls.

The trap capacitance follows from the same data. For any capacitance $C$ in series with the oxide, the total $S=C_oC/(C_o+C)$ inverts to $C=C_oS/(C_o-S)$. Applying this to both curves and subtracting,

$$
C_t=C_o\left(\frac{C_L}{C_o-C_L}-\frac{C_H}{C_o-C_H}\right). \tag{11}
$$

## Where the reading as doping fails

### Close to flat band

For uniform doping the hole tail can be kept. With $u=\psi/\theta$ and Boltzmann holes, $\phi''=(4\pi N/\kappa)(1-e^{-\phi/\theta})$. Multiplying by $\phi'$ and integrating from the neutral bulk gives the surface field $F$:

$$
F^2=\frac{8\pi N\theta}{\kappa}\left(u-1+e^{-u}\right).
$$

The semiconductor charge has magnitude $\kappa F/4\pi$. Differentiating $F^2$ gives $F\,dF/d\psi=(4\pi N/\kappa)(1-e^{-u})$, so $C_D=Ns/F$ with $s=1-e^{-u}$. Consequently

$$
C_D^{-2}=\frac{8\pi\theta}{\kappa N}\frac{u-s}{s^2},
\qquad
\frac{d(C_D^{-2})}{d\psi}=\frac{8\pi}{\kappa N}g(u),
$$

$$
g(u)=\frac1s-\frac{2(u-s)e^{-u}}{s^3}. \tag{12}
$$

The derivative used $d(u-s)/du=s$ and $ds/du=e^{-u}$. Formula (1) therefore returns $N/g(u)$. At large $u$ this is approximately $N[1+(2u-3)e^{-u}]$. At small $u$ the two terms of $g$ are $1/u+1/2$ and $1/u+1/6$ up to terms that vanish with $u$, so $g\to1/3$ and the formula returns $3N$. The returned density is $1.47N$ at $u=2$, $1.11N$ at $u=4$ and $1.004N$ at $u=8$. The trap correction cannot remove this error, which is present without traps.

### Into inversion

Minority electrons that follow the sweep add slow charge. If they form a sheet at $x=0$, they add nothing to the integral in (5), and (1) still holds. A layer of finite thickness adds its first moment $M=\int x\,n(x)\,dx$, where $n$ is the electron density:

$$
d\psi=\frac{4\pi}{\kappa}\left(NW\,dW+dM\right).
$$

Define $\eta=(4\pi/\kappa)\,dM/d\psi$. Then $dW/d\psi=\kappa(1-\eta)/(4\pi NW)$. With the electrons held in place during a probe period, the slope in (6) is multiplied by $1-\eta$, and (1) returns $N/(1-\eta)$. Electrons that shift within their layer also change $C_D$, which this expression leaves out. The correction remains useful in weak inversion and overestimates the doping once the voltage dropped inside the electron layer is appreciable.

## Worked example

The model is silicon at 300 K with $\kappa=11.7$ and a 10 nm oxide of relative permittivity 3.9, for which $C_o=0.3453$ µF/cm². The acceptor density falls from $1.2\times10^{17}$ cm$^{-3}$ at the surface to $6\times10^{16}$ cm$^{-3}$ in the bulk, along a Gaussian of standard deviation 60 nm. The trap density is $5\times10^{11}$ cm$^{-2}$ eV$^{-1}$, with a Gaussian peak reaching $1.5\times10^{12}$ at 0.50 eV above the valence band, whose excess falls to $1/e$ at $\pm0.08$ eV. The curves come from a numerical solution of Poisson's equation with mobile holes and electrons.

At $\psi=0.40$ V the data are $C_L=0.1660$ and $C_H=0.1033$ µF/cm², with a slope of 98.86 cm⁴ µF⁻² V⁻¹. The depth is 70.3 nm, and the slope alone gives $N_{\rm app}=12.19\times10^{16}$ cm$^{-3}$. The correction is

$$
R=\frac{0.5193}{0.7009}=0.741,
\qquad
N=0.741\times12.19\times10^{16}=9.03\times10^{16}\ \text{cm}^{-3}.
$$

This is $1.338\times10^{-8}$ in atomic units; the input density at that depth is $9.02\times10^{16}$ cm$^{-3}$. Equation (11) gives

$$
C_t=0.3453\left(\frac{0.1660}{0.1793}-\frac{0.1033}{0.2420}\right)
=0.172\ \text{µF/cm}^2,
$$

or a thermally averaged trap density of $1.08\times10^{12}$ cm$^{-2}$ eV$^{-1}$. With $C_D=0.1473$ µF/cm², (10) gives $1+0.1723/0.4926=1.35$, the ratio of the two profiles.

Densities below are in $10^{16}$ cm$^{-3}$.

| $\psi$ (V) | $W$ (nm) | $N_{\rm app}$ | $R$ | corrected | input |
|---|---|---|---|---|---|
| 0.20 | 47.5 | 12.10 | 0.853 | 10.32 | 10.39 |
| 0.30 | 59.6 | 13.03 | 0.738 | 9.62 | 9.66 |
| 0.40 | 70.3 | 12.19 | 0.741 | 9.03 | 9.02 |
| 0.50 | 80.1 | 10.18 | 0.837 | 8.51 | 8.46 |
| 0.60 | 89.3 | 9.48 | 0.851 | 8.07 | 7.98 |
| 0.70 | 98.1 | 9.07 | 0.848 | 7.69 | 7.58 |
| 0.80 | 106.5 | 9.51 | 0.780 | 7.42 | 7.24 |

Between 0.20 and 0.70 V the largest error relative to the input falls from 40% to 1.5%. Two tests bear on the remainder. A trap-free device with the same doping gives the same profile within 0.5% from 0.20 to 0.60 V. At 0.60 V, where the remainder is 1.1%, at least half of it is therefore present without traps. A pure depletion model with much steeper doping is recovered to about one part in a million, so the extraction itself does not smooth the profile. Most of the remainder comes from holes diffusing down the doping gradient, which leaves the undepleted material not exactly neutral. In equilibrium $\phi=-\theta\ln p$ up to a constant, where $p$ is the hole density, and Poisson's equation gives $p=N+(\kappa\theta/4\pi)(\ln p)''$. Solved for this doping with no surface field, $p$ exceeds $N$ by 0.8% at the depth reached at 0.60 V and by 1.2% at that reached at 0.70 V. The corrected profile stays within 0.5% of $p$ from 0.20 to 0.70 V.

At 0.80 V the slow electrons contribute to $C_L$. The corrected density is 2.4% high, while the uncorrected one is 31% high. The finite electron layer accounts for only about 0.7% through $N/(1-\eta)$; the rest continues the trend seen in depletion. At 0.88 V the corrected error has grown to about 16%, of which $N/(1-\eta)$ gives 14%. These figures treat the electrons classically and hold them in place during a probe period. If their number is fixed but they can move within the layer, the corrected density is about 3.0% high at 0.80 V and 28% high at 0.88 V. With the rough capture coefficient used under "Real devices", surface electrons at these two biases also exchange with the traps within a 1 MHz probe period. If only the sum of free and trapped electrons is then fixed, the errors are about 3.2% and 28%. A triangular-well estimate of quantum confinement for a (100) surface, with confinement masses 0.916 for two valleys and 0.19 for four, puts $M$ at 0.88 V at roughly 0.6 of its classical value for the same surface potential, so the electron part of the error is indicative only.

## Implementation

Record both capacitances at the same gate biases and in the same sweep direction. Between $\psi=0.40$ and 0.50 V, $C_L$ falls by 0.031 µF/cm² over 0.176 V of gate bias. A misalignment of 0.02 V between the curves therefore changes $C_L$ by about 0.0035 µF/cm². Divided by the mean $C_o-C_L$ of 0.195 µF/cm², this is a 2% error in density.

Gain errors follow from differentiating $\ln R$. A relative error $\epsilon$ in $C_L$ changes $N$ by $-\epsilon C_L/(C_o-C_L)$, which is $-0.93$% for $\epsilon=1$% at the worked bias. An error of $+1$% in $C_o$ changes $N$ by $+0.49$%. For $C_H$, the slope contributes $2\epsilon$ and the factor contributes $\epsilon C_H/(C_o-C_H)$, together $+2.4$% for $\epsilon=1$%. These are changes at fixed bias. The reported depth moves as well, by $+0.3$ nm for $+1$% in $C_o$ and by $-1.0$ nm for $+1$% in $C_H$; measured against the input at the reported depth, the two errors are $+0.7$% and $+1.8$%.

Random noise enters chiefly through the derivative. For independent relative noise $\sigma$ in $C_H$ and a central difference between $V_G\pm\Delta$, the slope has standard error $\sqrt2\,\sigma C_H^{-2}/\Delta$. At the worked bias, $\sigma=10^{-4}$ and $\Delta=0.02$ V give a relative error of 0.7%. A larger $\Delta$ reduces the noise but blurs the trap peak.

Integrating (3) gives the change in surface potential:

$$
\psi_2-\psi_1=\int_{V_1}^{V_2}\left(1-\frac{C_L}{C_o}\right)dV_G .
$$

In the example, where $\psi$ is known, the trapezoidal rule on the six biases from $\psi=0.20$ to 0.70 V gives 0.5005 V, against the expected 0.50 V. In a measurement this tests the slow data only if the surface potential is known independently. A potential rebuilt from the extracted profile through (5) agrees even when $C_L$ is wrong, because (1) already contains (3).

## Real devices

The trap density in the example is that of a poor interface. A well-annealed silicon interface has roughly $10^{10}$ traps cm$^{-2}$ eV$^{-1}$. Scaling (10) at the worked bias, with all else fixed, reduces the error from 35% to about 0.3%, and the correction is then hardly needed. Near flat band the assumption that traps are frozen for the probe can fail. The hole capture time is inversely proportional to the surface hole density, so it grows as $e^{\psi/\theta}$. For a rough capture cross section of $10^{-16}$ cm² and a thermal speed of $10^7$ cm/s, trap response at 1 MHz changes the corrected density by $-2.6$% at $\psi=0.20$ V and by $-0.1$% at 0.30 V. At 10 kHz and 0.30 V the change is $-11$%. These changes are relative to the frozen-trap result at the same bias.

The slow sweep has the opposite requirement. With equal capture coefficients for electrons and holes, the longest capture time between 0.20 and 0.70 V is 0.05 s. Electron supply is slower: if interface traps are the sole source, generation at the fully depleted rate needs 0.4 s to provide the charge between 0.40 and 0.70 V, and it slows as equilibrium is approached. That figure is only a lower bound. Close to equilibrium, with the same traps as sole source and the surface potential as the drive, the slow capacitance of traps and electrons falls to half its static value at $1/\omega$ of about 8 s at 0.60 V, 300 s at 0.70 V and $2\times10^4$ s at 0.80 V. Generation in the depletion layer, diffusion from the bulk, light or a neighbouring junction shorten these times. The table rows near inversion and the inversion errors above assume that electrons do reach equilibrium.

Some other neglected effects can be sized for the example. The largest oxide field up to 0.70 V is 0.54 MV/cm, well below a rough breakdown field of 10 MV/cm, and a rough barrier estimate puts the tunnelling transmission below $10^{-40}$. The silicon field reaches 0.15 MV/cm. Hole degeneracy enters at about 0.2%. About 5% of acceptors in the undepleted bulk would be neutral, and about 7% at $9\times10^{16}$ cm$^{-3}$, whereas the model takes all as ionized. If the acceptors follow the probe, including this changes the corrected profile by only about 0.1 percentage point between 0.20 and 0.70 V, since they ionize as the depletion edge passes. Lateral variation of oxide charge or trap density is not sized here; it mixes regions with different $\psi$ at one gate voltage, and (1) then no longer describes a single depth.

## Calculated quantities

```
temperature 300 K, thermal voltage 0.02585 V
oxide thickness 10.0 nm, kappa oxide 3.9, silicon 11.7
oxide capacitance 0.3453 uF/cm2
doping: surface 1.20e+17, deep 6.00e+16 cm^-3, Gaussian width 60 nm
trap density: lowest 5.00e+11, highest 1.50e+12 cm^-2 eV^-1
trap peak 0.50 eV above valence band
Table: psi_s and V_G in V (flat-band offset left out), W in nm,
C in uF/cm2, N in 1e16 cm^-3
psi_s   V_G     W      C_HF    C_LF    N_app  factor  N_corr N_true
0.20   0.3456  47.50  0.13367 0.16489 12.104  0.8525 10.319 10.386
0.30   0.5411  59.63  0.11558 0.17571 13.033  0.7383  9.622  9.662
0.40   0.7440  70.31  0.10328 0.16599 12.189  0.7409  9.031  9.020
0.50   0.9204  80.12  0.09408 0.13510 10.175  0.8367  8.514  8.460
0.60   1.0801  89.33  0.08681 0.12525  9.476  0.8513  8.067  7.981
0.70   1.2355  98.10  0.08087 0.12119  9.070  0.8475  7.687  7.576
0.80   1.3913 106.49  0.07590 0.13516  9.507  0.7800  7.416  7.242
worked bias psi_s = 0.40 V:
  slope d(C_HF^-2)/dV_G 98.8571 cm4/(uF2 V)
  1-C_LF/C_ox 0.5193, 1-C_HF/C_ox 0.7009
  C_D 0.1473, C_it 0.1723 uF/cm2
  C_it from the two curves 0.1723 uF/cm2
  trap density from the two curves 1.075e+12 cm^-2 eV^-1
  overestimate N_app/N_corr 1.3497
  corrected density 1.3382e-08 bohr^-3
  Debye length 13.61 nm
largest profile error, psi_s 0.2-0.7 V: uncorrected 40.5 %, corrected 1.46 %
steep profile in pure depletion model: largest error 0.0001 %
uniform doping, psi_s/kT = 2: corrected/true 1.4681
uniform doping, psi_s/kT = 4: corrected/true 1.1089
uniform doping, psi_s/kT = 8: corrected/true 1.0044
error from trap response, 1 MHz: -2.58 % at 0.20 V, -0.110 % at 0.30 V
error from trap response, 10 kHz: -11.05 % at 0.30 V
profile error in inversion: 2.40 % at 0.80 V, 15.47 % at 0.88 V
longest trap capture time in depletion 0.050 s
least time to supply electrons, 0.40 to 0.70 V: 0.42 s
largest oxide field 0.535 MV/cm, silicon 0.152 MV/cm
oxide tunnelling: log10 of transmission -47.4
hole degeneracy shift 0.17 %
neutral acceptors in undepleted bulk 4.9 %
effect on N of +1 % in C_LF: -0.93 %
effect on correction factor of +1 % in C_ox: 0.49 %
```
